# Numerov–Bloch matching for the Chulkov surface potential of Cu(111) and Cu(100): a numerical check

```python
# Chulkov one-dimensional surface potential (hartree, bohr; vacuum level = 0):
#   z<0: A10+A1 cos(2 pi z/a);  0<z<z1: -A20+A2 cos(beta z);  z1<z<zim: A3 exp(-alpha(z-z1));
#   z>zim: (exp(-lam x)-1)/(4x), x=z-zim.  a, A10, A1, A2, beta are the established parameter sets.
# Result under test: with L=psi'/psi at z=0, chi_B=arctan(L_B) for the Bloch wave decaying into the
# bulk and chi_R=m*pi+arctan(L_R) for the wave decaying into vacuum (m nodes in z>0), the gap state
# with n nodes in z>0 solves chi_R-chi_B=n*pi and exists iff N_n<Et and D_n>Eb (Eb, Et gap edges;
# N_n, D_n Neumann and Dirichlet levels of the half-line z>0). Cu(111): n=0,1 only. Cu(100): no n=0.
# c, s: even and odd bulk solutions at z=a/2; g=pi/a; q=A1/g^2; mu=psi(0)/psi(-a); w=weight in z<0;
# rho: density of states integrated over z>0 inside the bulk band.
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.special import exprel, mathieu_a, mathieu_b, airy
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal

HA = physical_constants['Hartree energy in eV'][0]
XC = 60.0                 # start of inward integration, measured from the image plane
EMAX = -1.0 / (4 * XC)    # below this energy XC lies beyond the turning point
LAYERS = 120
PI = np.pi


def root(f, lo, hi):
    return brentq(f, lo, hi, xtol=1e-14, rtol=1e-14)


def propagate(piece, za, zb, E, y0, dy0, refine):
    """Numerov transfer of (psi, psi') over one smooth piece; returns psi, psi', nodes."""
    n = int(np.ceil(abs(zb - za) / 0.1)) * refine
    h = (zb - za) / n
    t = h * h * 2 * (piece(za + h * np.arange(-1, n + 2)) - E)
    A, B, D = (1 - t / 12).tolist(), (2 + 10 * t / 12).tolist(), 1 - t / 6
    y = [0.0] * (n + 3)
    y[1] = y0
    y[2] = (B[1] * y0 * D[0] + 2 * h * dy0 * A[0]) / (A[2] * D[0] + D[2] * A[0])
    for i in range(2, n + 2):
        y[i + 1] = (B[i] * y[i] - A[i - 1] * y[i - 1]) / A[i + 1]
    sign = np.signbit(y[1:n + 2])
    return y[n + 1], (D[n + 2] * y[n + 2] - D[n] * y[n]) / (2 * h), int(np.sum(sign[1:] != sign[:-1]))


def coulomb_logder(E, x):
    """d ln W_{nu,1/2}(2 kappa x)/dx from the continued fraction for U(p+1,2,y)/U(p,2,y)."""
    kappa = np.sqrt(-2 * E)
    y, p, r = 2 * kappa * x, 1 - 1 / (4 * kappa), 0.0
    for j in range(40, -1, -1):
        r = 1 / (y + 2 * (p + j) - (p + j) * (p + j + 1) * r)
    return 2 * kappa * (-0.5 + (1 - p + p * (p - 1) * r) / y)


class Surface:
    def __init__(S, a, A10, A1, A2, beta):
        S.a, S.A10, S.A1, S.A2, S.beta = a, A10 / HA, A1 / HA, A2 / HA, beta
        S.A20 = S.A2 - S.A10 - S.A1
        S.z1 = 5 * PI / (4 * beta)
        S.A3 = -S.A20 - S.A2 / np.sqrt(2)
        S.alpha = -S.A2 * beta / (np.sqrt(2) * S.A3)
        S.lam = 2 * S.alpha
        S.zim = S.z1 - np.log(-S.alpha / (2 * S.A3)) / S.alpha
        S.pieces = [lambda z: S.A10 + S.A1 * np.cos(2 * PI * z / a),
                    lambda z: -S.A20 + S.A2 * np.cos(beta * z),
                    lambda z: S.A3 * np.exp(-S.alpha * (z - S.z1)),
                    lambda z: -S.lam / 4 * exprel(-S.lam * (z - S.zim))]
        S.joints = [0.0, S.z1, S.zim]

    def V(S, z):
        out, region = np.empty_like(z), np.searchsorted(S.joints, z)
        for j in range(4):
            out[region == j] = S.pieces[j](z[region == j])
        return out

    def cell(S, E, refine=4):
        c, dc, _ = propagate(S.pieces[0], 0.0, S.a / 2, E, 1.0, 0.0, refine)
        s, ds, _ = propagate(S.pieces[0], 0.0, S.a / 2, E, 0.0, 1.0, refine)
        return c, dc, s, ds

    def delta(S, E):
        c, dc, s, ds = S.cell(E)
        return c * ds + dc * s

    def chi_B(S, E, refine=4):
        c, dc, s, ds = S.cell(E, refine)
        return np.arctan2(np.sqrt(max(-c * dc, 0.0)), np.sqrt(max(-s * ds, 0.0)))

    def chi_R(S, E, refine=4):
        y, dy, nodes = 1.0, coulomb_logder(E, XC), 0
        for j, za, zb in ((3, S.zim + XC, S.zim), (2, S.zim, S.z1), (1, S.z1, 0.0)):
            y, dy, m = propagate(S.pieces[j], za, zb, E, y, dy, refine)
            nodes += m
        return nodes * PI + np.arctan(dy / y)

    def rho(S, E):
        c, dc, s, ds = S.cell(E)
        eta, chi = np.sqrt(-c * dc / (s * ds)), S.chi_R(E)
        return eta * slope(S.chi_R, E) / (PI * (np.sin(chi) ** 2 + (eta * np.cos(chi)) ** 2))

    def slab(S, P, lo, hi):
        """Finite-difference slab: energies, bulk weights, mu and nodes in z>0."""
        h, i0 = S.a / P, LAYERS * P - 1
        z = h * np.arange(-i0, round(200 / S.a) * P)
        E, v = eigh_tridiagonal(1 / h**2 + S.V(z), np.full(z.size - 1, -0.5 / h**2),
                                select='v', select_range=(lo, hi))
        w = np.sum(v[:i0] ** 2, axis=0) + 0.5 * v[i0] ** 2
        nodes = []
        for col in v.T:
            u = col[i0:][np.abs(col[i0:]) > 1e-5 * np.abs(col).max()]
            nodes.append(int(np.sum(u[1:] * u[:-1] < 0)))
        return E, w, v[i0] / v[i0 - P], nodes

    def mirror(S, h):
        z = h * np.arange(-round(200 / h), round(200 / h) + 1)
        return eigh_tridiagonal(1 / h**2 + S.V(np.abs(z)), np.full(z.size - 1, -0.5 / h**2),
                                eigvals_only=True, select='v', select_range=(-S.A20 - S.A2, EMAX))


def slope(f, E, d=1e-6):
    return (f(E + d) - f(E - d)) / (2 * d)


def deep_logder(S, A1, E):
    rhs = lambda z, u: [u[1], 2 * (S.A10 + A1 * np.cos(2 * PI * z / S.a) - E) * u[0]]
    u = solve_ivp(rhs, (-40 * S.a, 0.0), [0.0, 1.0], method='DOP853', rtol=1e-11, atol=1e-13).y[:, -1]
    return u[1] / u[0]


def listing(values):
    return ', '.join(f'{x * HA:.4f}' for x in values)


print(f'hartree = {HA:.4f} eV; image Rydberg 1/32 hartree = {HA / 32:.4f} eV')
print(f'x_c = {XC:.0f} bohr, window top = {EMAX * HA:.4f} eV, step <= {0.1 / 4:.3f} bohr, slab {LAYERS} layers')
# slope formula on Ai''=z Ai, whose fifth derivative is 4z Ai + z^2 Ai'
h, z0 = 0.05, 1.3
ai = lambda z: airy(z)[0]
err = ((1 - h * h * (z0 + h) / 6) * ai(z0 + h) - (1 - h * h * (z0 - h) / 6) * ai(z0 - h)) / (2 * h) - airy(z0)[1]
pred = -7 * h**4 / 360 * (4 * z0 * ai(z0) + z0**2 * airy(z0)[1])
assert abs(err / pred - 1) < 1e-2
print(f'Airy slope error (z={z0}, h={h}): found {err:.3e}, predicted {pred:.3e}')
# Numerov run across a jump of the source curvature that lies off the grid
h, sig = 0.1, 0.3
ramp = np.maximum(h * np.arange(-1, 6) - sig * h, 0)
f, u = ramp**2 / 2, np.zeros(7)
for i in range(1, 6):
    u[i + 1] = 2 * u[i] - u[i - 1] + h * h * (f[i + 1] + 10 * f[i] + f[i - 1]) / 12
e = u - ramp**4 / 24
pred = h**3 * sig * (1 - sig) * (1 - 2 * sig) / 12
assert abs((e[-1] - e[-2]) / h / pred - 1) < 1e-8
print(f'kink slope error (J=1, h={h}, sigma={sig}): found {(e[-1] - e[-2]) / h:.3e}, predicted {pred:.3e}')
mp.mp.dps = 30
for E in (-0.4, -0.03, EMAX):
    kap = mp.sqrt(-2 * mp.mpf(E))
    ref = mp.diff(lambda x: mp.log(mp.whitw(1 / (4 * kap), 0.5, 2 * kap * x)), XC)
    assert abs(coulomb_logder(E, XC) - float(mp.re(ref))) < 1e-11

INPUT = {'Cu(111)': (3.94, -11.895, 5.14, 4.3279, 2.9416), 'Cu(100)': (3.415, -11.480, 6.10, 3.7820, 2.5390)}
found = {}
for name, par in INPUT.items():
    S = Surface(*par)
    print(f'== {name}: a={par[0]} bohr, beta={par[4]} /bohr')
    print(f'A10={par[1]} eV, A1={par[2]} eV, A2={par[3]} eV')
    print(f'A20={S.A20 * HA:.4f} eV, A3={S.A3 * HA:.4f} eV, alpha={S.alpha:.4f} /bohr')
    print(f'lambda={S.lam:.4f} /bohr, z1={S.z1:.4f} bohr, zim={S.zim:.4f} bohr')
    jumps = []
    for j, zj in enumerate(S.joints):
        gap = lambda z: S.pieces[j + 1](z) - S.pieces[j](z)
        assert abs(gap(zj)) < 1e-12 and abs(gap(zj + 1e-4) - gap(zj - 1e-4)) / 2e-4 < 1e-7
        jumps.append((gap(zj + 1e-3) - 2 * gap(zj) + gap(zj - 1e-3)) / 1e-6)
    assert min(np.abs(jumps)) > 1e-2
    print(f"jumps of V'' at 0, z1, zim: {listing(jumps)} eV/bohr^2")
    g = PI / S.a
    Eg, q = g * g / 2, S.A1 / g**2
    Eb = root(lambda E: S.cell(E)[3], S.A10, S.A10 + 4 * Eg)
    Et = root(lambda E: S.cell(E)[0], S.A10, S.A10 + 4 * Eg)
    waves = lambda k: np.linalg.eigvalsh(np.diag((k + 2 * g * np.arange(-12, 13)) ** 2 / 2 + S.A10)
                                         + S.A1 / 2 * (np.eye(25, k=1) + np.eye(25, k=-1)))
    math = S.A10 + Eg * np.array([mathieu_b(1, q), mathieu_a(1, q)])
    for ref in (math, waves(g)[:2]):
        assert np.max(np.abs(ref - [Eb, Et])) * HA < 2e-6
    for edge, sg in ((Eb, -1), (Et, 1)):
        assert abs((edge - S.A10) / Eg - (1 + sg * q - q * q / 8)) < q**3 / 32
    assert abs(S.delta(waves(0.7 * g)[0]) - np.cos(0.7 * PI)) < 1e-6
    print(f'g^2/2={Eg * HA:.4f} eV, q={q:.4f}, second-order shift={-Eg * q * q / 8 * HA:.4f} eV')
    print(f'two-wave edges: {listing([S.A10 + Eg - S.A1 / 2, S.A10 + Eg + S.A1 / 2])} eV')
    print(f'Numerov edges: Eb={Eb * HA:.5f} eV, Et={Et * HA:.5f} eV, width={(Et - Eb) * HA:.5f} eV')
    print(f'Mathieu edges: {math[0] * HA:.5f}, {math[1] * HA:.5f} eV')
    mid = (Eb + Et) / 2
    c, dc, s, ds = S.cell(mid)
    assert abs(c * ds - dc * s - 1) < 1e-7
    LB, flipped = np.tan(S.chi_B(mid)), deep_logder(S, -S.A1, mid)
    assert abs(LB - deep_logder(S, S.A1, mid)) < 1e-6 and LB > 0 > flipped
    print(f'midgap {mid * HA:.4f} eV: L_B={LB:.5f} /bohr; with A1 reversed {flipped:.5f} /bohr')
    # half-line levels: chi_R = j*pi/2 gives N0, D0, N1, ...
    count = int(S.chi_R(EMAX) // (PI / 2)) + 1
    half = np.array([root(lambda E: S.chi_R(E) - j * PI / 2, -S.A20 - S.A2, EMAX) for j in range(count)])
    m1, m2 = S.mirror(0.02), S.mirror(0.01)
    assert m1.size == m2.size == count and np.max(np.abs((4 * m2 - m1) / 3 - half)) * HA < 2e-5
    N, D = half[0::2], half[1::2]
    print(f'N_0.. = {listing(N)} eV')
    print(f'D_0.. = {listing(D)} eV')
    top = min(Et, EMAX)
    theta = lambda E, r=4: S.chi_R(E, r) - S.chi_B(E, r)
    print(f'(chi_R-chi_B)/pi = {theta(Eb) / PI:.4f} at Eb, {theta(top) / PI:.4f} at {top * HA:.4f} eV')
    labels = [n for n in range(6) if theta(Eb) < n * PI < theta(top)]
    E1, w1, mu1, nodes = S.slab(200, Eb + 0.003 / HA, top - 0.003 / HA)
    E2, w2, mu2, nodes2 = S.slab(400, Eb + 0.003 / HA, top - 0.003 / HA)
    assert nodes == nodes2 == labels
    for n in range(min(len(N), len(D))):
        if Et < EMAX or D[n] < EMAX:
            assert (N[n] < Et and D[n] > Eb) == (n in nodes)
    states = {}
    for i, n in enumerate(labels):
        E = states[n] = root(lambda x: theta(x) - n * PI, Eb, top)
        dB, dR, Dl = slope(S.chi_B, E), slope(S.chi_R, E), S.delta(E)
        w, mu = -dB / (dR - dB), Dl - np.sqrt(Dl * Dl - 1)
        Efd = (4 * E2[i] - E1[i]) / 3
        assert dB < 0 < dR and abs(E - Efd) * HA < 2e-5
        assert abs(w - (4 * w2[i] - w1[i]) / 3) < 2e-4 and abs(mu - (4 * mu2[i] - mu1[i]) / 3) < 1e-4
        print(f'n={n}: E={E * HA:.5f} eV ({E:.6f} hartree); slab {Efd * HA:.5f} eV')
        print(f'  L={np.tan(S.chi_B(E)):.4f} /bohr, w={w:.4f}, defect={1 / np.sqrt(-32 * E) - n:.4f}')
        print(f'  mu={mu:.4f}, density decay length={S.a / (2 * np.log(-mu)):.3f} bohr, '
              f'E-Eb={(E - Eb) * HA:.4f} eV, Et-E={(Et - E) * HA:.4f} eV')
    found[name] = (S, Eb, Et, N, D, states)

S, Eb, Et, N, D, states = found['Cu(111)']
assert sorted(states) == [0, 1] and Et < EMAX
E0 = states[0]
seq = [root(lambda x: S.chi_R(x, r) - S.chi_B(x, r), E0 - 2e-3, E0 + 2e-3) for r in (1, 2, 4)]
order = np.log2((seq[0] - seq[1]) / (seq[1] - seq[2]))
assert abs(order - 4) < 0.3
print('== convergence, Fermi reference, resonance')
print(f'Cu(111) n=0 on halving h from 0.1 bohr: {(seq[0] - seq[1]) * HA:.3e}, {(seq[1] - seq[2]) * HA:.3e} eV')
print(f'measured order = {order:.3f}')
rough_work_function = 4.9
print(f'rough work function {rough_work_function} eV: n=0 at about {E0 * HA + rough_work_function:.1f} eV from E_F')

S, Eb, Et, N, D, states = found['Cu(100)']
assert sorted(states) == [1, 2] and D[0] < Eb and Et > 0
grid = Eb - np.arange(0.02, 2.5, 0.05) / HA
vals = np.array([S.rho(E) for E in grid])
k = int(np.argmax(np.diff(vals) < 0))
assert k > 0 and vals[k] > vals[k - 1] and vals[k] > vals[k + 1]
peak = minimize_scalar(lambda E: -S.rho(E), bounds=(grid[k + 1], grid[k - 1]), method='bounded',
                       options={'xatol': 1e-6}).x
width = 0.2 / HA
low = peak - 6 * width
gauss = lambda E: np.exp(-0.5 * ((E - peak) / width) ** 2)
tn, tw = np.polynomial.legendre.leggauss(40)
tmax = np.sqrt(Eb - low)
tt = 0.5 * tmax * (tn + 1)
integral = 0.5 * tmax * sum(b * 2 * t * S.rho(Eb - t * t) * gauss(Eb - t * t) for t, b in zip(tt, tw))
Es, ws, _, _ = S.slab(200, low, Eb + 0.01 / HA)
total = np.sum((1 - ws) * gauss(Es))
assert abs(total / integral - 1) < 2e-3
print(f'Cu(100) rho maximum at {peak * HA:.3f} eV, {(Eb - peak) * HA:.3f} eV below Eb')
print(f'rho = {S.rho(peak) / HA:.4f} /eV there, {S.rho(peak - 1 / HA) / HA:.4f} /eV 1 eV lower')
print(f'Gaussian window sigma={width * HA:.1f} eV: integral {integral:.5f}, slab sum {total:.5f} ({Es.size} levels)')
print('verified')
```

Printed output:

```
hartree = 27.2114 eV; image Rydberg 1/32 hartree = 0.8504 eV
x_c = 60 bohr, window top = -0.1134 eV, step <= 0.025 bohr, slab 120 layers
Airy slope error (z=1.3, h=0.05): found -3.436e-08, predicted -3.436e-08
kink slope error (J=1, h=0.1, sigma=0.3): found 7.000e-06, predicted 7.000e-06
== Cu(111): a=3.94 bohr, beta=2.9416 /bohr
A10=-11.895 eV, A1=5.14 eV, A2=4.3279 eV
A20=11.0829 eV, A3=-14.1432 eV, alpha=0.6365 /bohr
lambda=1.2730 /bohr, z1=1.3350 bohr, zim=2.1056 bohr
jumps of V'' at 0, z1, zim: -24.3777, -32.2105, -1.1695 eV/bohr^2
g^2/2=8.6502 eV, q=0.2971, second-order shift=-0.0954 eV
two-wave edges: -5.8148, -0.6748 eV
Numerov edges: Eb=-5.90671 eV, Et=-0.77379 eV, width=5.13292 eV
Mathieu edges: -5.90671, -0.77379 eV
midgap -3.3403 eV: L_B=0.81620 /bohr; with A1 reversed -0.81611 /bohr
N_0.. = -9.2768, -0.8569, -0.2171 eV
D_0.. = -4.0207, -0.4599, -0.1536 eV
(chi_R-chi_B)/pi = -0.2150 at Eb, 1.0623 at -0.7738 eV
n=0: E=-5.32260 eV (-0.195602 hartree); slab -5.32260 eV
  L=2.0081 /bohr, w=0.4927, defect=0.3997
  mu=-1.3677, density decay length=6.291 bohr, E-Eb=0.5841 eV, Et-E=4.5488 eV
n=1: E=-0.81756 eV (-0.030045 hartree); slab -0.81756 eV
  L=0.0858 /bohr, w=0.2957, defect=0.0199
  mu=-1.0832, density decay length=24.659 bohr, E-Eb=5.0891 eV, Et-E=0.0438 eV
== Cu(100): a=3.415 bohr, beta=2.539 /bohr
A10=-11.48 eV, A1=6.1 eV, A2=3.782 eV
A20=9.1620 eV, A3=-11.8363 eV, alpha=0.5737 /bohr
lambda=1.1473 /bohr, z1=1.5467 bohr, zim=2.2725 bohr
jumps of V'' at 0, z1, zim: -3.7313, -21.1349, -0.8562 eV/bohr^2
g^2/2=11.5143 eV, q=0.2649, second-order shift=-0.1010 eV
two-wave edges: -3.0157, 3.0843 eV
Numerov edges: Eb=-3.11335 eV, Et=2.97997 eV, width=6.09332 eV
Mathieu edges: -3.11335, 2.97997 eV
midgap -0.0667 eV: L_B=0.93726 /bohr; with A1 reversed -0.93719 /bohr
N_0.. = -7.8137, -0.8158, -0.2124 eV
D_0.. = -3.6527, -0.4496, -0.1518 eV
(chi_R-chi_B)/pi = 0.0739 at Eb, 2.5634 at -0.1134 eV
n=1: E=-0.57371 eV (-0.021084 hartree); slab -0.57371 eV
  L=1.0846 /bohr, w=0.0265, defect=0.2175
  mu=-1.5107, density decay length=4.138 bohr, E-Eb=2.5396 eV, Et-E=3.5537 eV
n=2: E=-0.17685 eV (-0.006499 hartree); slab -0.17685 eV
  L=0.9672 /bohr, w=0.0047, defect=0.1928
  mu=-1.5137, density decay length=4.119 bohr, E-Eb=2.9365 eV, Et-E=3.1568 eV
== convergence, Fermi reference, resonance
Cu(111) n=0 on halving h from 0.1 bohr: 9.228e-06, 5.814e-07 eV
measured order = 3.988
rough work function 4.9 eV: n=0 at about -0.4 eV from E_F
Cu(100) rho maximum at -3.403 eV, 0.290 eV below Eb
rho = 0.4431 /eV there, 0.2195 /eV 1 eV lower
Gaussian window sigma=0.2 eV: integral 0.18553, slab sum 0.18554 (20 levels)
verified
```
